# Fixed, sharp and smoothed plane-wave cutoffs for band structures

## A band that jumps

In a one-dimensional model crystal, treated with a plane-wave cutoff of 5 hartree, the lowest band rises by 6.68 millihartree (182 meV) as the crystal momentum passes $k=0.1623$ bohr$^{-1}$. Nothing in the crystal changes there. If the group velocity is estimated from two points 0.01 bohr$^{-1}$ apart, one on each side, the result is 0.681 hartree bohr. A large-basis calculation gives 0.016.

The jump comes from the rule that selects the plane waves. This guide treats three choices: a fixed list of $\mathbf G$ vectors, a sharp cutoff on $|\mathbf k+\mathbf G|$, and a sharp cutoff combined with a kinetic energy that diverges at the cutoff. Hartree atomic units are used throughout.

## What the setting selects

Let $V$ be a real, bounded, local potential with the period of the lattice, held fixed. Bloch's theorem allows each eigenstate to be written as

$$\psi_{\mathbf k}(\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},$$

and the Schrödinger equation becomes an eigenvalue problem for

$$H_{\mathbf G\mathbf G'}(\mathbf k)=\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'} .$$

Let $\mathbf K$ be a reciprocal-lattice vector. Replacing $\mathbf k$ by $\mathbf k+\mathbf K$ turns the row labelled $\mathbf G$ into the row formerly labelled $\mathbf G+\mathbf K$. The potential depends on differences of labels and is unaffected. With all $\mathbf G$ present this is a relabelling, so $E_n(\mathbf k+\mathbf K)=E_n(\mathbf k)$. A finite basis keeps this property if the selected set is relabelled along with the matrix.

The model has reciprocal period $b=1$ bohr$^{-1}$ and

$$V_G=-U e^{-s^2G^2/2},\qquad U=0.3\ \text{hartree},\quad s=0.5\ \text{bohr},$$

a row of Gaussian wells that stands for no particular material. Its reference bands come from diagonalization with the 31 waves $G=-15,\dots,15$.

## A fixed list: smooth but not periodic

For a fixed finite set $F$, every matrix element is a polynomial in $\mathbf k$. A simple (nondegenerate) eigenvalue is therefore an analytic function of $\mathbf k$. Periodicity fails because the matrix at $\mathbf k+\mathbf K$ on $F$ equals the matrix at $\mathbf k$ on the shifted set $F+\mathbf K$, which is a different basis.

No finite list avoids this. For any normalized coefficient vector, the kinetic energy is at least its smallest diagonal entry and the potential energy is at least $-\sup|V|$. Hence

$$E_n(\mathbf k)\ge\min_{\mathbf G\in F}\tfrac12|\mathbf k+\mathbf G|^2-\sup|V| .$$

The right side grows without limit as $|\mathbf k|\to\infty$. A continuous periodic band would be bounded, so no band of a fixed list is periodic.

In one dimension, with $M$ waves placed symmetrically about $G=0$, the trace gives the total change over one period. The potential part of the trace does not depend on $k$, so

$$\sum_n[E_n(k+b)-E_n(k)]=\sum_{G\in F}\Big[b(k+G)+\tfrac{b^2}{2}\Big]=M\Big(bk+\tfrac{b^2}{2}\Big),$$

because $\sum_G G=0$. For the seven waves $G=-3,\dots,3$ at $k=0.2$, the sum is $7\times0.7=4.9$ hartree. The lowest band takes little of it:

| $k$ (bohr$^{-1}$) | 0.2 | 1.2 | 2.2 | 3.2 | 4.2 |
|---|---|---|---|---|---|
| $E_1$ (hartree) | −0.6388 | −0.6281 | −0.5782 | −0.4030 | 0.3660 |

The reference value at all five points is −0.6427 hartree. The first repetition changes the energy by 0.011 hartree; by the fifth column the list no longer describes the low-energy state.

Keeping $k$ in the first zone and copying the result periodically removes the growth but leaves a defect at the boundary. The true band is even in $k$ and periodic, hence symmetric about $b/2$, and a differentiable band must have zero slope there. The fixed-list slope follows from the Hellmann–Feynman theorem,

$$\frac{dE_1}{dk}=\sum_{G\in F}(k+G)|c_G|^2,$$

and equals 0.0068 hartree bohr at $k=b/2$. The copied band has the opposite slope on the other side, so it has a kink of 0.0135 hartree bohr. The cause is the lopsided basis: at $k=0.5$ it contains momentum $3.5$ but not $-3.5$ bohr$^{-1}$.

## A sharp sphere: periodic but discontinuous

The sharp rule keeps the waves with

$$|\mathbf k+\mathbf G|<q_c,\qquad q_c=\sqrt{2E_c}.$$

This condition refers to $\mathbf k+\mathbf G$ alone, so the set is relabelled correctly and the bands are periodic. At $E_c=5$ hartree, $E_1$ is −0.6325 hartree at both $k=0.2$ and $k=1.2$.

The number of waves now depends on $k$. Here $q_c=3.1623$ bohr$^{-1}$, and the wave $G=3$ leaves when $k+3=q_c$, that is, at $k_c=0.1623$. The basis shrinks from seven waves to six.

To find the resulting jump, separate the leaving wave $\mathbf G_0$ from the rest at $k_c$:

$$H=\begin{pmatrix}H'&v\\ v^\dagger&d\end{pmatrix},\qquad d=T_0+V_0 .$$

Here $T_0$ is its kinetic energy, $V_0$ is the mean potential, and $v$ is the column of its couplings to the other waves. Let $(\psi',c)$ be an eigenvector of $H$ with energy $E$, and let $H'u=E'u$. The two rows of the eigenvalue equation are

$$H'\psi'+vc=E\psi',\qquad v^\dagger\psi'+dc=Ec .$$

If $d\ne E$, the second gives $c=-v^\dagger\psi'/(d-E)$. Multiplying the first by $u^\dagger$ from the left gives $(E'-E)\,u^\dagger\psi'=-(u^\dagger v)c$. If $u^\dagger\psi'\ne0$, then

$$E'-E=\frac{(u^\dagger v)(v^\dagger\psi')}{(u^\dagger\psi')(d-E)} .$$

No approximation has been made. For weak coupling to the lost wave, $\psi'$ is nearly proportional to $u$, and to leading order

$$E'-E\simeq\frac{|u^\dagger v|^2}{T_0+V_0-E'} .$$

With $T_0=E_c$ this estimate gives 6.63 millihartree, 0.7% below the full jump of 6.68.

The jump is never downward when a wave is lost. By the min–max principle, restricting the trial space cannot lower the $n$th eigenvalue. The same principle bounds the jump: $E$ cannot lie below the full-basis energy $E^{\rm full}$, so

$$0\le E'-E\le E'-E^{\rm full}.$$

The discontinuity is thus at most the basis error on the side with fewer waves.

Numerical differentiation magnifies it. Over $\Delta k=0.01$ bohr$^{-1}$ the jump contributes $0.00668/0.01=0.668$ hartree bohr to the difference quotient, nearly all of the 0.681 found. A finer mesh makes this worse, because the contribution grows as $1/\Delta k$ while the jump stays fixed.

## Why the kinetic energy must diverge

One might raise the kinetic energy near the cutoff to some large finite value $T_{\rm edge}$. The leading-order formula then gives a jump

$$\frac{|u^\dagger v|^2}{T_{\rm edge}+V_0-E'} .$$

It is smaller, but nonzero whenever $u^\dagger v\ne0$. To remove it for a coupled wave, $T_{\rm edge}$ must go to infinity, so that the wave has lost all its weight before it is dropped.

A suitable kinetic energy is $T_{\mathbf G}=E_c\,g(x)$, with $x=|\mathbf k+\mathbf G|/q_c<1$ and

$$g(x)=x^2+\frac{t^{p+1}}{(1-t)^p},\qquad t=\max\Big(0,\frac{x-a}{1-a}\Big).$$

Waves with $x\ge1$ are dropped. For $x\le a$ the energy is the usual $\tfrac12|\mathbf k+\mathbf G|^2$, since $E_cx^2=|\mathbf k+\mathbf G|^2/2$. The factor $t^{p+1}$ gives the added term $p$ continuous derivatives at $x=a$. The integer $p\ge1$ fixes how fast the energy diverges at $x=1$. The rule still depends on $\mathbf k+\mathbf G$ alone, so the bands remain periodic.

## How smooth the bands become

The Hamiltonian itself is awkward to analyse: its size changes at the crossing and one of its entries diverges. A shifted inverse avoids both difficulties.

Take a fixed finite parent set containing all waves that enter the sphere in the range of $\mathbf k$ considered. Choose $\sigma>\sup|V|$ and define a diagonal matrix $W$ with

$$W_{\mathbf G}=\frac1{T_{\mathbf G}+\sigma}\ \text{inside},\qquad W_{\mathbf G}=0\ \text{outside}.$$

Let $R$ solve $(1+WV)R=W$. In the rows of outside waves $W$ vanishes, and the equation says that $R$ is zero there. In the inside rows, marked $i$, it becomes

$$(1+W_iV_{ii})R_{ii}=W_i,\qquad (1+W_iV_{ii})R_{io}=0,$$

where $o$ marks the outside columns. Multiplying by $W_i^{-1}=T_i+\sigma$ gives

$$R_{ii}=(T_i+\sigma+V_{ii})^{-1}=(H_i+\sigma)^{-1},\qquad R_{io}=0 .$$

The inverse exists because $T_i\ge0$ and $\sigma>\sup|V|$ make $H_i+\sigma$ positive definite. The nonzero eigenvalues of $R$ are therefore $\mu_n=1/(E_n+\sigma)$, and the bands are

$$E_n=\frac1{\mu_n}-\sigma .$$

The size of $R$ is fixed and its entries are finite. Since $R=(1+WV)^{-1}W$ is a rational function of the entries of $W$, it is as smooth in $\mathbf k$ as they are. For $a\le x<1$,

$$W_{\mathbf G}=\frac{(1-t)^p}{(E_cx^2+\sigma)(1-t)^p+E_ct^{p+1}} .$$

At $t=1$ the denominator is $E_c$, not zero. Hence $W_{\mathbf G}$ vanishes as $(1-t)^p/E_c$ and joins the outside value zero with $p-1$ continuous derivatives. A simple eigenvalue is an analytic function of the matrix entries, so simple bands have at least $p-1$ continuous derivatives wherever $\mu_n>0$. This condition excludes the highest bands at a crossing: each wave that leaves the sphere takes one $\mu_n$ to zero, and the corresponding energy diverges.

Where bands touch, sorting them by energy can produce kinks even for a perfectly smooth matrix. Weyl's inequality bounds the change of each sorted $\mu_n$ by the norm of the change of $R$. Where $\mu_n$ stays away from zero, sorted bands therefore remain Lipschitz continuous, but more cannot be promised.

## The first derivative that fails

Eliminating $c$ from the two rows gives $[H'-vv^\dagger/(d-E)]\psi'=E\psi'$. Near the edge $d$ is large, and to first order in $1/T_0$

$$E\simeq E'-\frac{|u^\dagger v|^2}{T_0} .$$

Let $r=|\mathbf k+\mathbf G_0|$, let $\delta=q_c-r$ be the distance inside the sphere, and let $\ell=(1-a)q_c$ be the width of the modified shell. Then $1-t=\delta/\ell$ and $T_0\simeq E_c(\ell/\delta)^p$, so

$$E\simeq E'-\frac{|u^\dagger v|^2}{E_c}\Big(\frac{\delta}{\ell}\Big)^p .$$

Outside, the second term is absent. Along a straight path in $k$, $\delta\simeq-r'(k-k_c)$ with $r'=dr/dk$ at the crossing. The $p$th derivative of $\delta^p$ is $p!(-r')^p$. If $r'>0$, the inside region lies at $k<k_c$, and the right-minus-left difference is minus the derivative of the inside term; if $r'<0$, the sign is reversed. When several waves cross together, their first-order terms add:

$$\Delta\frac{d^pE}{dk^p}=\sum_{\mathbf G_0}\operatorname{sign}(r')\,p!\,(-r')^p\,\frac{|u^\dagger v|^2}{E_c\,\ell^p} .$$

Corrections of order $1/T_0^2$ vary as $\delta^{2p}$ and do not reach the $p$th derivative. The formula requires a simple band and $r'\ne0$; a path that only touches the sphere needs separate treatment.

In the one-dimensional model $r'=1$. With $a=0.8$, $\ell=0.2\times3.1623=0.632$ bohr$^{-1}$, and the formula gives jumps of

- −0.0112 hartree bohr in the velocity for $p=1$;
- 0.0354 hartree bohr$^2$ in the inverse mass for $p=2$;
- −0.168 hartree bohr$^3$ in the third derivative for $p=3$.

Derivatives taken numerically, from a degree-eight polynomial through nine points on each side, agree to better than 0.1%. The jump for $p=2$ is not small for this flat band: the reference inverse mass at the crossing is only 0.064 hartree bohr$^2$, against 1 for a free electron, so the jump is more than half of the reference value. The smoothed band itself goes from 0.104 to 0.140 hartree bohr$^2$ across the crossing.

An oblique crossing tests the factor $r'$. On a square lattice with $b=1$ bohr$^{-1}$, the same form of potential with $U=0.1$ hartree, and $E_c=4.2$ hartree, the waves $(-3,\pm1)$ enter together at $\mathbf k=(0.2797,0)$. Here $r'=-2.720/2.898=-0.939$. The formula gives −0.0312 hartree bohr$^2$ for $p=2$ and −0.150 hartree bohr$^3$ for $p=3$, and the numerical derivatives again agree to better than 0.1%. For even $p$ the jump has the sign of $r'$, so the $p=2$ jump is negative here because the waves enter as $k$ increases; at the mirror point $\mathbf k=(-0.2797,0)$, where waves leave, it is $+0.0312$. For odd $p$ the jump is negative whether the waves enter or leave.

## What smoothing costs

Inside the sphere $g\ge x^2$, so smoothing cannot lower a band. On the smaller space $|\mathbf k+\mathbf G|<aq_c$ the kinetic energy is unmodified, and that sphere corresponds to a cutoff of $a^2E_c$. By min–max,

$$E_n^{\rm full}\le E_n^{\rm sharp}(E_c)\le E_n^{\rm smooth}(E_c)\le E_n^{\rm sharp}(a^2E_c),$$

provided the smaller sphere contains at least $n$ waves. The worst case is therefore a sharp calculation at $0.64E_c$ when $a=0.8$.

The table gives the largest error of $E_1$ relative to the reference, on 101 points from $k=0$ to $b/2$, and the sharp jump in that interval. The smoothed results use $p=3$; all entries are in millihartree.

| $E_c$ (hartree) | sharp | smoothed | sharp at $a^2E_c$ | jump |
|---|---|---|---|---|
| 5 | 10.4 | 19.9 | 27.4 | 6.68 |
| 10 | 1.40 | 1.53 | 4.74 | 0.646 |
| 20 | 0.020 | 0.053 | 0.249 | 0.012 |

Smoothing multiplies the largest error by 1.9, 1.1 and 2.7 in turn. These three cases suggest no simple law for the factor, but each lies within the bounds.

Nor does continuity make a derivative accurate. At the 5 hartree crossing, the smoothed band has a difference quotient of −0.039 hartree bohr, against the reference 0.016: the sign is wrong. The cause is the opposite wave, $G=-3$, which lies inside the modified shell at $x=0.897$, $t=0.487$. Differentiating $E_cg$ gives $dT/dk\simeq-49$ hartree bohr for this wave, instead of the unmodified $k+G=-2.84$. Its weight in the smoothed state at the crossing is only $|c_G|^2=0.00118$, but by the Hellmann–Feynman theorem it contributes −0.058 hartree bohr to the slope. All the other waves together contribute 0.019, and the sum is −0.039. If this one wave keeps its unmodified kinetic energy, the slope becomes 0.008: the sign is restored, but the value is still half the reference.

## Choosing the settings

**The rule.** A fixed list serves for derivatives at points well inside one zone, provided it is converged there. For bands that must match across zone boundaries, use a rule based on $|\mathbf k+\mathbf G|$.

**The cutoff.** Converge $E_c$ first. If the basis error is at most $\varepsilon$, one sharp crossing adds at most $\varepsilon/\Delta k$ to a difference quotient. At 20 hartree the model's jump would add $1.2\times10^{-3}$ hartree bohr over $\Delta k=0.01$ bohr$^{-1}$, compared with 0.668 at 5 hartree. If that is tolerable and only velocities are needed, smoothing may be unnecessary. An inverse mass is more demanding: in a second difference with the same spacing, the jump contributes $\pm1.24\times10^{-5}/\Delta k^2$, or about 0.12 hartree bohr$^2$ in size, more than twice the size of the reference inverse mass, −0.052 hartree bohr$^2$, at that crossing ($k=0.3246$ bohr$^{-1}$).

**The exponent.** Choose $p$ from the derivative required: for simple bands that exist on both sides of every crossing, $p=2$ guarantees a continuous velocity and $p=3$ a continuous inverse mass.

**The onset.** Moving $a$ towards 1 tightens the upper energy bound but narrows the shell, and the derivative jump grows as $\ell^{-p}$. The mesh spacing should be well below $\ell$, or the smoothed band will look discontinuous on the mesh. Make $a^2E_c$ an adequate sharp cutoff in its own right; the bounds then guarantee that the smoothed energies are adequate too.

**The diagonalization.** For $E_c=5$ hartree, $p=3$ and $\delta/\ell=10^{-4}$, the diverging entry is about $5\times10^{12}$ hartree. Double-precision rounding, relative to an entry of that size, can cause errors of about $10^{-3}$ hartree in the low bands; the actual error depends strongly on the order in which the waves are listed. Diagonalizing $R$ avoids this, because its entries stay bounded.

These guarantees concern a fixed local potential. In a self-consistent calculation the potential also depends on the basis through the density, and a nonlocal potential brings its own dependence on $\mathbf k$; the regularity of both would have to be established separately.
